# Azimuthal dependence of second-harmonic generation from Si(001) interfaces

## 1. Definitions and conventions

Silicon fills $z>0$, with vacuum at $z<0$. A thin isotropic oxide is added in Section 9. Light of frequency $\omega$ arrives in the $xz$ plane at angle $\theta$, and the reflected second harmonic (SH) at $2\omega$ is collected. The crystal is turned about $z$, and $\varphi$ is the angle from [100] to the plane of incidence. A laboratory vector $v$ has crystal components $v^c_i=\sum_a R_{ia}v_a$, with

$$R(\varphi)=\begin{pmatrix}\cos\varphi&-\sin\varphi&0\\ \sin\varphi&\cos\varphi&0\\0&0&1\end{pmatrix}.$$

Real fields are $Ee^{-i\omega t}+\text{c.c.}$, and $p$ denotes the SH polarization divided by $\varepsilon_0$. Lengths are in nm and fields in V/nm. The interface is a sheet just inside the silicon with a local electric-dipole response, written in crystal axes as

$$p^s_i=\sum_{jk}\chi_{ijk}E_jE_k,\qquad \chi_{ijk}=\chi_{ikj}.$$

The elements $\chi_{ijk}$ have the unit nm²/V. The vacuum wavenumbers are $k_0=\omega/c$ and $K=2k_0$. Their in-plane parts are $q=k_0\sin\theta$ and $Q=2q$, and their normal parts in vacuum are $k_{0z}=k_0\cos\theta$ and $K_{0z}=2k_{0z}$. Inside silicon the normal parts are

$$w=\sqrt{\varepsilon_1k_0^2-q^2},\qquad K_z=\sqrt{\varepsilon_2K^2-Q^2},$$

where $\varepsilon_1,\varepsilon_2$ are the permittivities at $\omega$ and $2\omega$. Linear optics in a cubic crystal is isotropic, so none of these quantities depends on $\varphi$.

## 2. Why a fourfold axis removes the azimuthal dependence

For a fixed input field and output polarization, the interface contributes an SH amplitude

$$A(\varphi)=\text{const}\times\sum e_a\,R_{ia}R_{jb}R_{kc}\,\chi_{ijk}\,E_bE_c ,$$

where $e$ is a fixed vector describing the emission (Section 6). Each $R$ is at most linear in $\cos\varphi$ and $\sin\varphi$, and there are three of them. Hence

$$A(\varphi)=\sum_{m=-3}^{3}A_m e^{im\varphi}.$$

Now let $\chi$ be invariant under a quarter turn $S$ about $z$. Since $R(\varphi+\pi/2)=SR(\varphi)$, the three factors $S$ act on $\chi$ and leave it unchanged, so $A(\varphi+\pi/2)=A(\varphi)$. Comparing Fourier coefficients,

$$A_m\left(i^m-1\right)=0 .$$

For $m=\pm1,\pm2,\pm3$ the bracket is nonzero, so these $A_m$ vanish. Only $A_0$ remains: the amplitude, and with it the intensity, is independent of azimuth.

Two separate facts have been used. A rank-three tensor cannot carry a fourth harmonic whatever its symmetry, and the fourfold axis removes harmonics one to three. A fourfold amplitude therefore needs a response tensor of rank at least four.

## 3. The allowed interface elements

The group C4v also contains the mirrors $x\to-x$ and $y\to-y$. Each changes the sign of any element with an odd number of the corresponding index, so such elements vanish. The survivors are $zzz$, $zxx$, $zyy$, $xxz$, $yyz$ and the permutations of their last two indices. The quarter turn makes $\chi_{zxx}=\chi_{zyy}$ and $\chi_{xxz}=\chi_{yyz}$. Three constants are left:

$$p^s_x=2\chi_{xxz}E_xE_z,\quad p^s_y=2\chi_{xxz}E_yE_z,\quad p^s_z=\chi_{zzz}E_z^2+\chi_{zxx}(E_x^2+E_y^2).$$

The factor 2 counts the two equal orderings of the last indices. These expressions have the same form in crystal and laboratory axes, which shows the isotropy directly.

For p input $E_y=0$, and for s input $E_z=0$. In both cases $p^s_y=0$, so the interface dipole emits no s-polarized SH. An input of mixed polarization does give s output, but of constant size.

## 4. A single terrace is not fourfold

The topmost atoms of a bulk-terminated Si(001) terrace have their two back bonds in one vertical {110} plane. One atomic layer lower, at a depth $a/4$ ($a$ is the lattice constant), the bonds lie in the perpendicular {110} plane. A quarter turn exchanges these directions, so it is not a symmetry of one terrace. The half turn and the two {110} mirrors remain, which form the group C2v.

C4v holds on average when terraces of both kinds cover equal areas and are small compared with the wavelength, so that their amplitudes add. This is the meaning of "ideal interface" here.

For unequal areas, C2v permits the further elements $\chi_{zxy}=\chi_{zyx}$ and $\chi_{xyz}=\chi_{yxz}$, with permuted last indices. Take p input, with crystal components $(E_x\cos\varphi,E_x\sin\varphi,E_z)$. The extra normal source is

$$2\chi_{zxy}E_x^2\cos\varphi\sin\varphi=\chi_{zxy}E_x^2\sin2\varphi .$$

The extra crystal in-plane source is $2\chi_{xyz}E_xE_z(\sin\varphi,\cos\varphi)$. Its projection on the laboratory $x$ axis, $(\cos\varphi,\sin\varphi)$, is $2\chi_{xyz}E_xE_z\sin2\varphi$. The p-polarized interface amplitude is thus $a_s+d\sin2\varphi$. The other kind of terrace has the opposite $d$, so an area fraction $f$ of the first kind gives $d=(2f-1)d_1$, where $d_1$ belongs to a single terrace. With $\sin^22\varphi=(1-\cos4\varphi)/2$,

$$|a_s+d\sin2\varphi|^2=|a_s|^2+\tfrac12|d|^2+2\,\mathrm{Re}(a_s^*d)\sin2\varphi-\tfrac12|d|^2\cos4\varphi .$$

A dipole interface can therefore show a fourfold harmonic in its intensity although its amplitude has none. The inference from fourfold intensity to a higher-order response needs a fourfold axis, as in C4v, or a separate determination of the amplitude harmonics.

## 5. The bulk source

Inversion changes the sign of every rank-three polar tensor, so the bulk of silicon has no local dipole SH response. The next order contains one gradient:

$$p_i=\sum_{jkl}\Gamma_{ijkl}E_j\partial_kE_l .$$

The mirrors of the cube require each index value to occur an even number of times. Permutations of the axes then leave four constants, of the types $xxxx$, $xxyy$, $xyxy$ and $xyyx$. Three combinations are isotropic, being built from products of two Kronecker deltas. The fourth is nonzero only when all four indices are equal. In crystal axes,

$$p_i=\delta(E\cdot\nabla)E_i+\beta E_i(\nabla\cdot E)+\gamma\,\partial_i(E\cdot E)+\zeta E_i\partial_iE_i ,$$

without summation in the last term. Here $p$ is an effective polarization that includes magnetic-dipole and quadrupole emission. Terms created where the quadrupole density ends at $z=0$ have one index fixed to $z$. The remaining three indices carry at most a third harmonic, which the fourfold axis removes, so these terms are absorbed in the C4v interface constants.

Inside silicon the fundamental is one transverse plane wave with $k=(q,0,w)$. Then $\nabla\cdot E=ik\cdot E=0$ and $(E\cdot\nabla)E=i(E\cdot k)E=0$. What remains is

$$p=2i\gamma\,k\,(E\cdot E)+(\text{the }\zeta\text{ term}),\qquad p^c_i\big|_\zeta=i\zeta k^c_i(E^c_i)^2 .$$

The laboratory axes $x$ and $y$ have crystal components $u=(\cos\varphi,\sin\varphi)$ and $v=(-\sin\varphi,\cos\varphi)$.

**p input.** The in-plane field is $E_xu$ and the in-plane wavevector is $qu$, so the crystal source is $i\zeta qE_x^2u_i^3$. Projection on $u$ and $v$ needs

$$\cos^4\varphi+\sin^4\varphi=1-2\sin^2\varphi\cos^2\varphi=1-\tfrac12\sin^22\varphi=\tfrac14(3+\cos4\varphi),$$

$$-\sin\varphi\cos^3\varphi+\cos\varphi\sin^3\varphi=-\tfrac12\sin2\varphi\cos2\varphi=-\tfrac14\sin4\varphi .$$

Therefore

$$p_x=\tfrac{i}{4}\zeta qE_x^2(3+\cos4\varphi),\quad p_y=-\tfrac{i}{4}\zeta qE_x^2\sin4\varphi,\quad p_z=i\zeta wE_z^2 .$$

**s input.** The field is $E_yv$, so the crystal source is $i\zeta qE_y^2u_iv_i^2$. The sums are $\sum u_i^2v_i^2=2\sin^2\varphi\cos^2\varphi=\frac14(1-\cos4\varphi)$ and $\sum u_iv_i^3=\sin\varphi\cos\varphi(\cos^2\varphi-\sin^2\varphi)=\frac14\sin4\varphi$. Therefore

$$p_x=\tfrac{i}{4}\zeta qE_y^2(1-\cos4\varphi),\quad p_y=\tfrac{i}{4}\zeta qE_y^2\sin4\varphi,\quad p_z=0 .$$

Every fourfold term has four in-plane indices, one of them belonging to the gradient. It is proportional to $q$ and vanishes at normal incidence.

## 6. From source to reflected amplitude

The SH field obeys $\nabla\times\nabla\times E-\varepsilon K^2E=K^2p$. Let $F$ be a source-free test field at $2\omega$, made by a unit wave that travels backward along the path of the reflected SH. The vector identity for the divergence of a cross product gives

$$\nabla\cdot(F\times\nabla\times E-E\times\nabla\times F)=E\cdot\nabla\times\nabla\times F-F\cdot\nabla\times\nabla\times E=-K^2F\cdot p ,$$

because the terms with $\varepsilon$ cancel. The in-plane phases of $E$ and $F$ are opposite, so only the $z$ derivative survives. Integrate from a point in vacuum to $z=\infty$, where absorption has removed both fields. The $z$ component $W$ of the bracket, taken in vacuum, satisfies $W=K^2\int F\cdot p\,dz$.

In vacuum the SH is $A\hat e$ times a plane wave with $k_E=(Q,0,-K_{0z})$, and the incident part of $F$ is $\hat e$ with wavevector $-k_E$. Since $\hat e\cdot k_E=0$ and $\hat e\cdot\hat e=1$, the bracket equals $2ik_EA$, so $W=-2iK_{0z}A$. The reflected part of $F$ would add a term varying as $e^{-2iK_{0z}z}$. It must vanish, because $W$ is constant in vacuum. Hence

$$A=G\int F\cdot p\,dz,\qquad G=\frac{iK^2}{2K_{0z}} .$$

Inside silicon $F=e\,e^{i(-Qx+K_zz)}$. For p polarization write $e=C(K_z,0,Q)$. The vacuum side has the incident vector $(K_{0z},0,Q)/K$ and the reflected vector $r(-K_{0z},0,Q)/K$. Continuity of $E_x$ and of $\varepsilon E_z$ gives

$$1-r=CKK_z/K_{0z},\qquad 1+r=\varepsilon_2CK .$$

Their sum fixes $C$. For s polarization, continuity of the field and of its $z$ derivative gives $1+r=e_s$ and $K_{0z}(1-r)=K_ze_s$. The results are

$$C=\frac{2K_{0z}}{K(\varepsilon_2K_{0z}+K_z)},\qquad e_s=\frac{2K_{0z}}{K_{0z}+K_z}.$$

The same conditions at $\omega$, for an incident field of unit size, give

$$(E_x,0,E_z)=\frac{2k_{0z}\,(w,0,-q)}{k_0(\varepsilon_1k_{0z}+w)},\qquad E_y=\frac{2k_{0z}}{k_{0z}+w}.$$

A sheet contributes $G\,e\cdot p^s$. The bulk source varies as $e^{2iwz}$, and

$$\int_0^\infty e^{i(K_z+2w)z}dz=\frac{i}{\kappa},\qquad \kappa=K_z+2w .$$

The gradient supplies a factor of order $q$ or $w$, and the integral supplies $1/\kappa$. Their product has no dimension, so $\zeta$ and $\chi$ can be compared directly.

## 7. The amplitudes

The $\gamma$ term simplifies. With $e_x=CK_z$ and $e_z=2qC$,

$$G\frac{i}{\kappa}\,2i\gamma(E\cdot E)(qe_x+we_z)=-\frac{2G\gamma}{\kappa}(E\cdot E)\,qC(K_z+2w)=-G\gamma e_z(E\cdot E).$$

It acts like an interface source along $z$ and replaces $\chi_{zzz}$ and $\chi_{zxx}$ by $\chi_{zzz}-\gamma$ and $\chi_{zxx}-\gamma$. In this geometry the SH cannot separate $\gamma$ from the interface constants.

Collecting all terms for p input gives $A_p=a+b\cos4\varphi$ and $A_s=c\sin4\varphi$, with

$$a=G\{2e_x\chi_{xxz}E_xE_z+e_z[(\chi_{zzz}-\gamma)E_z^2+(\chi_{zxx}-\gamma)E_x^2]\}-\frac{G\zeta}{\kappa}\left(\tfrac34qE_x^2e_x+wE_z^2e_z\right),$$

$$b=-\frac{G\zeta qE_x^2e_x}{4\kappa},\qquad c=\frac{G\zeta qE_x^2e_s}{4\kappa}.$$

For s input the forms are the same, with

$$a'=GE_y^2\left[e_z(\chi_{zxx}-\gamma)-\frac{\zeta qe_x}{4\kappa}\right],\quad b'=\frac{G\zeta qE_y^2e_x}{4\kappa},\quad c'=-\frac{G\zeta qE_y^2e_s}{4\kappa}.$$

The factor $i\cdot i=-1$, with one $i$ from the gradient and one from the depth integral, reverses the signs found in Section 5. The intensities are

$$|A_p|^2=|a|^2+\tfrac12|b|^2+2\,\mathrm{Re}(a^*b)\cos4\varphi+\tfrac12|b|^2\cos8\varphi,$$

$$|A_s|^2=\tfrac12|c|^2(1-\cos8\varphi).$$

The p output is fourfold through interference between bulk and isotropic parts. The s output has no isotropic part, so its intensity is eightfold.

## 8. Worked example: 800 nm at 45°

The rough refractive indices are $3.7+0.007i$ at 800 nm and $5.6+0.4i$ at 400 nm. Round model values, of rough typical size, are $\chi_{zzz}=5$, $\chi_{zxx}=0.1$, $\chi_{xxz}=0.4$, $\zeta=0.4$ and $\gamma=0.1$, all in nm²/V. The values below omit the small imaginary parts of the wavenumbers and fields and the small real parts of the amplitudes. Moduli are taken from the full complex values.

With $q=0.00555$, $w=0.0285$ and $K_z=0.0873$ nm⁻¹, $\kappa=0.0873+2(0.0285)=0.144$ nm⁻¹. The bulk source depth is $1/|\kappa|=6.9$ nm. The fields are $E_x=0.386$, $E_z=-0.075$, $e_x=0.282$ and $e_z=0.036$. From $K=0.01571$ and $K_{0z}=0.01111$ nm⁻¹, $G=0.0111i$ nm⁻¹. Then

$$b\approx-i\,\frac{0.0111\times0.4\times0.00555\times0.386^2\times0.282}{4\times0.144}\approx-1.8i\times10^{-6}\ \text{nm/V}.$$

The interface alone gives $-55.7i$ and the isotropic bulk part $-11.7i$, so $a\approx-67.3i$, in the same unit of $10^{-6}$ nm/V. Hence $|b/a|=2.7\,\%$. Because $a$ and $b$ are almost in phase, the fourfold intensity harmonic is twice this, $5.3\,\%$ of the mean. The eightfold harmonic is $0.04\,\%$.

These formulas were tested against a direct solution of Maxwell's equations by matching tangential fields at the surface, with the same inputs and 32 azimuths. The fourfold amplitudes agreed within $0.01\,\%$. The isotropic ones agreed within $0.5\,\%$, the sheet being represented there by a layer of small but finite thickness.

**A cancellation for s input.** The results are $a'=-1.28i$ and $b'=+1.28i$ in units of $10^{-6}$ nm/V. The equality follows from the chosen values $\chi_{zxx}=\gamma$, which cancel in $a'$. Then $A_p=b'(\cos4\varphi-1)=-2b'\sin^22\varphi$, which vanishes when the plane of incidence contains [100] or [010]. The exact zeros at these azimuths are a property of this choice of parameters. Any difference $\chi_{zxx}-\gamma$ adds a constant amplitude. While $|a'|$ stays below $|b'|$, the intensity still comes close to zero, but at other azimuths, because the phases of $a'$ and $b'$ remain nearly equal or opposite.

**Photon rates.** In the present convention $I=2\varepsilon_0c|E|^2$, so $I_{SH}=|A|^2I^2/(2\varepsilon_0c)$. For 1 GW/cm² and $|a|=6.74\times10^{-14}$ m/V this is about 86 W/m². A spot of 1000 µm² with 100 fs pulses at 80 MHz emits $6.8\times10^{-13}$ W on average. At 3.10 eV per photon this is $1.4\times10^6$ photons per second before detection losses. The s output for p input, with $|c|=1.43\times10^{-6}$ nm/V, gives about 310 per second. It is weak, but in this model it comes from $\zeta$ alone.

## 9. What real interfaces change

**Phases.** The SH photon energy of 3.1 eV lies near the strong direct absorption of silicon, so the tensor elements of an actual sample are complex numbers, while the model takes them real. At fixed $|a|$ and $|b|$ the fourfold harmonic can then lie anywhere between about $-5.3\,\%$ and $+5.3\,\%$ of the mean. The tensor values themselves are known here only in rough size, and the contrast is very sensitive to them, because the terms of $a$ have opposite signs and can cancel. With the other values unchanged, $\chi_{xxz}=0.2$ gives a fourfold harmonic of $12\,\%$ and $\chi_{xxz}=0.1$ gives $28\,\%$. At $\chi_{xxz}=0.03$, $a$ nearly vanishes and the p-polarized intensity is almost purely eightfold. The $5.3\,\%$ belongs to the chosen model values and is not a prediction for a real sample.

**Terraces.** Let the additional elements of one terrace be $30\,\%$ of the corresponding C4v elements, a model value. For the interface alone and p input, a 60:40 area ratio gives a twofold intensity harmonic of $14\,\%$ and a fourfold one of $0.26\,\%$. A single terrace gives $68\,\%$ and $6.1\,\%$. The last figure is comparable to the $5.3\,\%$ due to the bulk, so fourfold intensity alone does not identify the bulk term. The two figures refer to different mean intensities. With interface and bulk together, the terrace contributes $-4.2\,\%$ and the bulk $+5.1\,\%$ of the common mean, and only about $0.9\,\%$ remains. In this example the large twofold harmonic reveals the unequal terraces. By the formula of Section 4 it would vanish if $a_s$ and $d$ differed in phase by 90°.

**Miscut.** Tilting the bulk crystal by 0.5° produces amplitude harmonics of order one to three, the largest being $13\,\%$ of $b$. Dipole sources at atomic steps come in addition and are not sized here.

**Static fields.** A static field along $z$ fixes one index of the cubic third-order tensor, so its SH contribution is isotropic by the argument of Section 2. For 0.1 MV/cm, a rough $\chi^{(3)}=2\times10^{-19}$ m²/V² and a field that extends well beyond the 6.9 nm source depth, it amounts to $2.4\,\%$ of $a$ if the tensor is taken real and isotropic, with $\chi^{(3)}=\chi^{(3)}_{xxxx}=3\chi^{(3)}_{xxyy}$. A cubic ratio $\chi^{(3)}_{xxyy}/\chi^{(3)}_{xxxx}=0.48$ would give $3.5\,\%$. This value holds without screening. At the photocarrier densities estimated at the end of this section, the screening length is only a few nm, which makes the amplitude smaller but also turns its phase. For real tensors the unscreened term is almost in quadrature with $a$ and changes the intensity by about $0.1\,\%$ or less. The same surface field decaying over 5 nm gives $1.4\,\%$ of $a$ but changes the intensity by about $2\,\%$. The static field shifts the contrast through $a$ but leaves $b$ alone. A static field in the plane that stays fixed in the laboratory while the crystal turns leaves four rotating indices and permits a fourfold amplitude. An in-plane field that turns with the crystal leaves only three, and so gives at most a third harmonic.

**Gradients at the interface.** A rank-four interface response is allowed too. Its fourfold part again needs an in-plane gradient. If its strength per unit depth equals that of the bulk over a width of 0.5 nm, it reaches $0.5/6.9\approx7\,\%$ of the bulk fourfold term. The bulk is thus the leading fourfold source in this estimate, while symmetry alone demands only a rank of at least four, in the bulk or at the interface.

**Oxide and heating.** A 2 nm oxide with a model index of 1.47 changes the p-polarized SH intensity by $0.07\,\%$. It multiplies $a$ and $b$ by a common factor, so their ratio stays the same. Linear absorption of the 80 mW beam heats the spot by at most about 0.05 K per pulse and by at most about 8 K in the steady state, if all heat is released at the surface and the conductivity has its rough room-temperature value of 150 W/(m K). Each pulse creates at most about $3.5\times10^{17}$ carriers per cm³, which change $\varepsilon_1$ by at most about $0.01\,\%$ for a rough optical mass of 0.15 electron masses. These are upper estimates, because they ignore that the oblique beam covers a surface area larger than its cross-section. The carrier figures hold for a single pulse. At 80 MHz carriers from earlier pulses are still present, and the steady density and its effect on $\varepsilon_1$ are larger. If carriers leave the spot by diffusion, with a rough diffusion constant of 8 to 18 cm²/s, and recombine within 1 to 10 µs, the factor is about 4 to 10. At the densities so reached, Auger recombination shortens the lifetime at the centre of the spot to roughly 0.2 to 2 µs, for a rough coefficient of $4\times10^{-31}$ to $1.7\times10^{-30}$ cm⁶/s, and lowers the factor to about 3 to 7. These changes of the linear optics are isotropic in a cubic crystal and create no azimuthal dependence.

The numerical output below lists the complex amplitudes and the remaining intermediate values.

## Computed results

```
harmonics, dipole, no symmetry: [0, 1, 2, 3]
harmonics, dipole, C4 and C4v: [0] [0]
harmonics, dipole, C2v and C3: [0, 2] [0, 3]
harmonics, cubic bulk rank 4: [0, 4]
harmonics, dc field normal / in plane: [0] [0, 4]
free constants: C4v rank 3, cubic rank 3, cubic rank 4: 3 0 4
C4v operations kept by one terrace: 4 of 8
wavelength 800 nm, angle 45 deg
photon energy 1.550 eV, SH 3.100 eV
rough index: fundamental 3.700+0.007j, SH 5.60+0.40j
chi zzz, zxx, xxz: 5.0, 0.1, 0.4 nm^2/V
zeta, gamma: 0.4, 0.1 nm^2/V
q = 0.00555 1/nm, w = 0.02852+0.00006j 1/nm, Kz = 0.08726+0.00633j 1/nm
inside field, p input: Ex = 0.3858-0.0005j, Ez = -0.0751+0.0002j (per E_in)
inside field, s input: Ey = 0.3259-0.0005j (per E_in)
SH test field: ex = 0.2824-0.0159j, ez = 0.0356-0.0046j, es = 0.2249-0.0145j
bulk source depth 1/|Kz+2w| = 6.92 nm
a interface, p-p = -2.129-55.678j 1e-6 nm/V
a bulk, p-p = -1.396-11.650j 1e-6 nm/V
a total, p-p = -3.525-67.328j 1e-6 nm/V
b, p-p = -0.186-1.789j 1e-6 nm/V
c, p-s = 0.160+1.424j 1e-6 nm/V
a, s-p = -0.133-1.276j 1e-6 nm/V
b, s-p = 0.133+1.276j 1e-6 nm/V
c, s-s = -0.114-1.016j 1e-6 nm/V
|b/a|, p-p = 2.67 %
p-p intensity harmonic 4 / mean = 5.33 %
p-p intensity harmonic 8 / mean = 0.0356 %
input 1 GW/cm2, pulse 100 fs
rate 80 MHz, spot 1000 um2
p-p mean SH photons: 1.38e+06 1/s
p-s mean SH photons: 311 1/s
single-terrace anisotropy (model): 30 %
interface alone, intensity harmonics 2 and 4 / mean:
  60:40 terraces: 14.37 %, 0.259 %
  one terrace: 67.7 %, 6.10 %
miscut 0.5 deg: largest harmonic 1-3 / b = 12.9 %
dc field 0.1 MV/cm, rough chi3 2e-19 m2/V2
dc-field SH amplitude / a = 2.39 %
interface width 0.5 nm / bulk depth = 7.2 %
oxide 2 nm, index 1.47: SH intensity change 0.07 %
absorbed fraction 0.794, mean power 80 mW
heating: 0.053 K per pulse, 7.6 K steady bound
photocarriers per pulse 3.51e+17 1/cm3
their change of permittivity / |eps1| = 0.010 %
```
